# A Monotone Implicit Time Step for Linear-Parabolic Silicide Growth

A silicide layer of thickness \(x_0\ge 0\) is to be advanced by a time \(h>0\) while the temperature changes. Let \(B>0\) be the parabolic and \(k>0\) the linear rate coefficient, both taken at the temperature in the middle of the step, and let \(A=B/k\). The new thickness is

\[
x_1=x_0+d,\qquad d=\frac{2hB}{s+\sqrt{s^2+4hB}},\qquad s=A+2x_0 .
\]

Here \(d\) is the one positive root of \(d^2+sd-hB=0\). Since it is positive for every \(h\), the computed layer cannot shrink, whatever the temperature history. The step reproduces the rate law exactly at constant temperature, and its accumulated error falls as \(h^2\) when the temperature is smooth within each step.

## The rate law

Metal diffuses through the silicide and reacts at the silicon side. Let \(c_0\) be the metal concentration at the metal side and \(c_i\) that at the reacting side, both counted from the value in equilibrium with silicon. Let \(D\) be the diffusion coefficient, \(\kappa\) the reaction velocity, and \(N\) the number of metal atoms needed per unit volume of new silicide. If the concentration profile is steady, the diffusion flux equals the reaction flux:

\[
\frac{D(c_0-c_i)}{x}=\kappa c_i
\quad\Rightarrow\quad
c_i=\frac{Dc_0}{D+\kappa x}.
\]

The growth rate is the reaction flux divided by \(N\). Dividing numerator and denominator by \(\kappa\), then multiplying both by 2, gives

\[
\frac{dx}{dt}=\frac{\kappa c_i}{N}=\frac{2Dc_0/N}{2D/\kappa+2x}=\frac{B}{A+2x},
\qquad A=\frac{2D}{\kappa},\quad B=\frac{2Dc_0}{N}.
\]

A thin layer, \(x\ll A/2\), grows at the constant rate \(B/A=k\), limited by the reaction. A thick one obeys \(d(x^2)/dt=B\), limited by diffusion. With a changing temperature, \(A\) and \(B\) depend on time through \(T(t)\), and the rate law is still taken to hold at each instant.

## One step by hand

The example is Ni₂Si growing from a nickel film on silicon, with

\[
B=20\ \mathrm{nm^2/s},\qquad k=1\ \mathrm{nm/s}\qquad\text{at }573\ \mathrm K,
\]

and Arrhenius activation energies of 1.5 eV for \(B\) and 1.2 eV for \(k\). Consider the step from 100 to 110 s, in which the temperature rises from 573 to 593 K. At the middle, 583 K, the coefficients are \(A=22.197\) nm and \(B=33.677\ \mathrm{nm^2/s}\). The layer starts at \(x_0=28.187\) nm.

The rate depends on the thickness, which changes during the step. We evaluate it at the average of the old and the still unknown new thickness, \(x_0+d/2\). Twice that average is \(2x_0+d\), so

\[
d=\frac{hB}{A+2x_0+d}=\frac{336.77}{78.570+d},
\]

with lengths in nm. Multiplying by the denominator turns this into

\[
d^2+78.570\,d-336.77=0 .
\]

The square root of the discriminant is \(\sqrt{78.570^2+4\times336.77}=86.720\), and therefore

\[
d=\frac{2\times336.77}{78.570+86.720}=4.075\ \mathrm{nm},
\qquad x_1=32.262\ \mathrm{nm}.
\]

The other root is \(-(78.570+86.720)/2=-82.645\) nm. It would make the thickness negative. Keeping the initial thickness in the rate for the whole step, with the same mid-step coefficients, would give \(336.77/78.570=4.286\) nm, which is larger because it ignores the slowing of growth as the layer thickens.

## The general step and the proof

The same construction for any step is the implicit midpoint rule,

\[
d=h\,\frac{B}{A+2(x_0+d/2)}
\quad\Longleftrightarrow\quad
d^2+sd-hB=0,\qquad s=A+2x_0,
\]

where the equivalence holds for a positive denominator. The roots are

\[
d_\pm=\frac{-s\pm\sqrt{s^2+4hB}}{2},\qquad d_+d_-=-hB<0 .
\]

The discriminant is positive and the product of the roots is negative, so exactly one root is positive. The square root exceeds \(s\), hence \(d_-<-s\) and

\[
x_0+d_-<x_0-(A+2x_0)=-(A+x_0)<0 .
\]

The negative root is never an admissible thickness. For the positive one, multiply numerator and denominator by \(\sqrt{s^2+4hB}+s\). The numerator becomes \((s^2+4hB)-s^2=4hB\), which leaves the formula at the head of the text.

Monotonicity follows by induction. If \(x_0\ge0\), then \(s>0\), every term in the formula is positive, and \(d>0\). Thus \(x_1>x_0\ge0\), and the next step satisfies the same hypothesis. Nothing was assumed about the relation between the coefficients of successive steps, so the temperature may rise, fall or jump.

On a computer the statement weakens slightly. The formula contains no subtraction, so the computed \(d\) is not negative, barring overflow and barring underflow of \(B\) or \(k\), which can produce \(0/0\) (with the coefficients of the example only at about 22 K and below). Rounding preserves order and \(x_0\) is itself a machine number, so the rounded sum \(x_0+d\) is at least \(x_0\). It may equal \(x_0\): at 300 K a 50 nm layer advanced by \(10^{-6}\) s has a positive \(d\) too small to alter the stored thickness.

The rationalized form matters when \(d\ll s\), because \(-s+\sqrt{s^2+4hB}\) subtracts nearly equal numbers. For \(x_0=50\) nm, \(T=400\) K and \(h=10^{-3}\) s, that form has a relative error in \(d\) of \(3\times10^{-6}\), while the rationalized one is accurate to machine precision.

The quadratic also limits the increment. From \(d(s+d)=hB\) we get \(d<hB/s\), and from \(d^2=hB-sd\) we get \(d<\sqrt{hB}\). A long step therefore cannot run away. Two limits show the physics:

\[
x_0=0,\ hB\ll A^2:\quad d\simeq kh;
\qquad
A\to0:\quad x_1=\sqrt{x_0^2+hB}.
\]

## Constant temperature

If \(A\) and \(B\) are constant, the rate law \((A+2x)\,dx=B\,dt\) integrates to

\[
x_1^2+Ax_1=x_0^2+Ax_0+hB .
\]

Insert \(x_1=x_0+d\). The left side is \(x_0^2+2x_0d+d^2+Ax_0+Ad\), and cancelling common terms leaves \(d^2+(A+2x_0)d=hB\). This is the quadratic of the step, so an isothermal hold of any length can be taken in one step without discretization error.

## How errors propagate

Take two layers with \(x_0>y_0\) and the same temperature history. Subtracting their step equations, written in the last form, gives

\[
(x_1-y_1)(A+x_1+y_1)=(x_0-y_0)(A+x_0+y_0).
\]

Both layers have grown, so the second factor is larger on the left than on the right, and the gap has shrunk without changing sign. Physically, the thicker layer grows more slowly and the thinner one catches up. In the example, with \(h=10\) s, a starting gap of 5 nm ends as 0.93 nm.

Now let \(x_e\) be the accurate solution after one step from \(x_0\), and mark midpoint values by \(m\). Integrating the rate law over the step gives

\[
x_e^2-x_0^2+\int A\,x'\,dt=\int B\,dt .
\]

Write \(A=A_m+(A-A_m)\) and \(B=B_m+(B-B_m)\). Then

\[
x_e^2+A_mx_e=x_0^2+A_mx_0+hB_m+R,
\]
\[
R=\int(B-B_m)\,dt-\int(A-A_m)\,x'\,dt .
\]

The numerical value satisfies this equation without \(R\). Subtracting the two, the error \(e=x_e-x_1\) obeys

\[
e\,(A_m+x_e+x_1)=R .
\]

To evaluate \(R\), expand about the midpoint with \(\tau=t-t_m\). Odd powers of \(\tau\) integrate to zero, and \(\int\tau^2dt=h^3/12\). The first integral gives \(h^3B''/24\). In the second, the \(\tau^2\) part of \((A'\tau+A''\tau^2/2)(x'+x''\tau)\) is \((A'x''+A''x'/2)\tau^2\). Hence

\[
R=\frac{h^3}{24}\left(B''-A''x'-2A'x''\right)+O(h^5),
\]

with all derivatives at the midpoint. For \(T=573+30\sin(2\pi t/100)\) K, with \(t\) in seconds, a 1 s step from \(x_0=30\) nm at \(t=90\) s gives \(R=3.3599\times10^{-3}\ \mathrm{nm^2}\). The leading term is \(3.3596\times10^{-3}\ \mathrm{nm^2}\).

Because gaps do not grow, the total error is at most the sum of the magnitudes of the local errors, each taken for a step that starts on the accurate solution. A fixed duration contains a number of steps proportional to \(1/h\), each with an error of order \(h^3\), so the total is of order \(h^2\). This argument requires \(A\) to stay above a positive bound, so that the denominator \(A_m+x_e+x_1\) cannot vanish, and smooth coefficients within each step.

A temperature jump inside a step violates the second condition. There \(B-B_m\) is of order one over part of the step, \(R\) is of order \(h\), and this single step limits the whole run to first order. With a jump from 573 to 600 K at \(t=100/3\) s, halving \(h\) from 0.625 to 0.3125 s reduces the magnitude of the error at 60 s by a factor of only 1.997 and reverses its sign. The factor is near 2 because the jump lies at one third and then at two thirds of a step. In general the error is nearly proportional to the distance from the jump to the nearest step boundary, which is at most \(h/2\), so halving \(h\) may not reduce it at all: for a jump at 31 s it is −0.125 nm for both \(h=1.25\) and 0.625 s. Step boundaries should therefore be placed at jumps. Monotonicity survives even if they are not.

## Choosing the step

On a linear ramp, let the temperature change by \(\Delta T\) per step. The relative amount by which the true mean of \(B\) exceeds its midpoint value is, to leading order, \((\Delta T)^2/24\) times \(B^{-1}d^2B/dT^2\). For \(B\propto e^{-E/k_BT}\), with \(k_B\) the Boltzmann constant, this is

\[
\frac{u^2}{24}\left(1-\frac{2k_BT}{E}\right),\qquad u=\frac{E\,\Delta T}{k_BT^2}.
\]

For 10 K per step around 573 K and \(E=1.5\) eV, \(u=0.530\) and \(u^2/24=1.17\%\). Direct integration gives 1.10%. This guide covers the sampling of \(B\) and leaves out the terms with \(A\).

The procedure for a given temperature history is then:

1. Place step boundaries at all jumps and kinks of \(T(t)\), and choose \(\Delta T\) per step from the estimate above.
2. Evaluate \(A\) and \(B\) at the mid-time, compute \(d\), and set \(x_1=x_0+d\).
3. If \(x_1\) exceeds the thickness \(x_{\max}\) that the metal film can supply, set \(x_1=x_{\max}\) and stop. With the coefficients of that step, the metal is used up after a time \((x_{\max}-x_0)(A+x_0+x_{\max})/B\), from the same quadratic.

## The full anneal

The temperature rises linearly from 473 to 573 K in 40 s, stays there until 100 s, rises to 613 K at 120 s, returns to 573 K at 140 s and falls to 473 K at 200 s. Between 473 and 613 K, \(B\) grows from 0.0325 to 145 \(\mathrm{nm^2/s}\). Some thicknesses, with \(h=10\) s, are:

| \(t\) (s) | step rule (nm) | accurate (nm) |
|---:|---:|---:|
| 40 | 6.07 | 6.37 |
| 100 | 28.19 | 28.31 |
| 140 | 51.74 | 52.46 |
| 200 | 53.43 | 54.18 |

The 40 s spike adds about 24 nm, more than the 60 s hold. The final cooling adds less than 2 nm.

During the hold the error shrinks from 0.298 to 0.126 nm. The isothermal steps add no error, and the gap relation explains the reduction:

\[
0.298\times\frac{20+6.07+6.37}{20+28.19+28.31}=0.126\ \mathrm{nm}.
\]

The final error, numerical minus accurate, is −0.757 nm for \(h=10\) s and −0.012 nm for \(h=1.25\) s. The last halving reduces it by a factor of 3.998, as second order requires. For \(h=10\) s the sum of the local errors is 1.13 nm, which indeed bounds the actual error.

## Other rules, good and bad

Monotonicity is not peculiar to the midpoint rule. Forward Euler has \(d=hB/s>0\) with the coefficients at the start. Backward Euler uses the coefficients at the end and solves \(2d^2+sd-hB=0\), which also has one positive root. Their final errors for \(h=10\) s are +4.28 and −0.79 nm.

The backward result is nearly as good as the midpoint one, which is unexpected for a first-order rule. Part of the reason can be derived. Using \(x_1^2-x_0^2=2x_0d+d^2\) and summing over all steps from a start at \(x=0\) gives

\[
\text{forward:}\quad x_{\rm end}^2-\sum d^2+\sum A_{\rm start}d=h\sum B_{\rm start},
\]
\[
\text{backward:}\quad x_{\rm end}^2+\sum d^2+\sum A_{\rm end}d=h\sum B_{\rm end}.
\]

The anneal begins and ends at 473 K, so the two sums of \(B\) are equal. Both are the trapezoidal sum, which is too large because \(B\) is convex on each ramp. The term \(\sum d^2\) adds to this excess in the forward rule and opposes it in the backward rule. For \(h=10\) s the excess of the trapezoidal sum is 223 \(\mathrm{nm^2}\). In the backward rule \(\sum d^2=301\ \mathrm{nm^2}\) and the \(A\) sum exceeds \(\int A\,dx\) by 6.5 \(\mathrm{nm^2}\), which leaves an error of about −85 \(\mathrm{nm^2}\) in \(x_{\rm end}^2\). In the forward rule the two numbers are 383 and 124 \(\mathrm{nm^2}\), and the error is +482 \(\mathrm{nm^2}\). The excess scales as \(h^2\) and \(\sum d^2\) as \(h\), so the close agreement is particular to this step. The backward error is +0.63, −0.73 and −0.25 nm for \(h=20\), 5 and 1.25 s, against −2.91, −0.19 and −0.012 nm for the midpoint rule.

Two shortcuts do lose monotonicity. The first inserts the present \(A\) and \(B\) and the total elapsed time into \(x^2+Ax=Bt\). It gives 43.85 nm at 140 s but 1.00 nm at 200 s, as if cooling removed the layer. The isothermal formula has no memory of the hotter past.

The second treats \(x^2+Ax\) as a quantity that grows at the rate \(B\). The product rule gives instead

\[
\frac{d}{dt}(x^2+Ax)=(A+2x)\frac{dx}{dt}+x\frac{dA}{dt}=B+x\frac{dA}{dt}.
\]

Here \(A\) rises with temperature, because \(B\) has the larger activation energy. If the last term is dropped, heating a 50 nm layer from 473 to 498 K in 10 s makes it shrink to 48.85 nm.

## What the model leaves out

The coefficients are round numbers in the rough regime of Ni₂Si growth, not measured values, and the other material data below are rough too. The example starts from 50 nm of nickel and uses 36 nm, so the supply lasts. A nickel film of 10 nm would yield only about \(10\times54.2/36.2\approx15\) nm of Ni₂Si, which the example reaches before 60 s. After that, NiSi grows at the expense of Ni₂Si, and the real Ni₂Si layer does shrink. The proof concerns the single-layer rate law and does not apply to that stage.

For the 50 nm film, the following changes refer to a final thickness of about 54 nm, with all other settings held fixed:

- A temperature 5 K higher throughout adds 8.0 nm.
- A value of \(B\) lower by 20%, as grain growth might cause, removes 4.8 nm. Here \(k\) is fixed, so \(A\) falls as well.
- An initial 2 nm layer adds 0.3 nm.
- Reaction heat of 140 kJ per mole of Ni₂Si, spread through a 0.725 mm wafer without losses, warms it by 0.27 K. Scaling the 5 K result gives at most about 0.4 nm.
- The temperature difference across the wafer, heated from one side at 2.5 K/s, is about 0.02 K if the far side loses no heat. With an assumed emissivity of 0.7 and surroundings at 300 K, radiation from that side adds about 0.05 K at 573 K and 0.06 K near the peak, and even an emissivity of 1 adds less than 0.1 K, which is still negligible here.

The steady profile can be checked in the diffusion-limited case at constant temperature. Let \(\varepsilon=c_0/N\) and \(x=2\lambda\sqrt{Dt}\). The diffusion equation is solved by \(c=c_0[1-\operatorname{erf}(y/2\sqrt{Dt})/\operatorname{erf}\lambda]\), where \(y\) is the distance from the metal side. Equating the flux at \(y=x\) to \(N\,dx/dt\) gives

\[
\sqrt{\pi}\,\lambda e^{\lambda^2}\operatorname{erf}\lambda=\varepsilon .
\]

The true parabolic coefficient is \(x^2/t=4\lambda^2D\), against \(2D\varepsilon\) for the steady profile. For an assumed \(\varepsilon=0.01\) it is lower by 0.33%. This closed form covers only isothermal, diffusion-limited growth. For the anneal itself, solving the diffusion equation with the reacting moving boundary, \(D=B/2\varepsilon\), \(\kappa=k/\varepsilon\), the same \(\varepsilon\) at all temperatures and a 2 nm starting layer, lowers the final thickness by about 0.03 nm.

A second silicide phase is a more serious matter. If it nucleated at the start and grew independently, limited by diffusion alone, with one tenth of \(B\), it would reach \(\sqrt{0.1\int B\,dt}=20\) nm. This is an upper estimate for independent growth, since it ignores the interface reaction of that phase: with \(k\) also reduced to one tenth the layer would reach 12 nm, and with \(k\) reduced to one hundredth less than 2 nm. Unless its interface reaction is that slow, the second layer is too large to be a correction, and coupled equations for two layers would be needed. If a single phase does grow, the assumed temperature error of 5 K is the largest of the effects listed above. It exceeds the discretization error at \(h=10\) s about tenfold. Uncertain coefficients can matter as much or more: doubling or halving \(B\) at fixed \(k\) changes the final thickness by +17 or −14 nm, and halving \(k\) at fixed \(B\) changes it by −8.5 nm. A much finer step would therefore not improve the prediction until the temperature and the coefficients are known better. The numerical output below gives more digits for the anneal and for most of the effects in the list above.

## Numbers as computed

```
B, k at 573 K: 20.0 nm^2/s, 1.0 nm/s
activation energies of B, k: 1.5, 1.2 eV
break times (s): 0 40 100 120 140 200
temperatures there (K): 473 573 573 613 573 473
T=473 K: A=5.536 nm, B=0.0325 nm^2/s, k=0.00587 nm/s
T=573 K: A=20.000 nm, B=20.0000 nm^2/s, k=1.00000 nm/s
T=613 K: A=29.731 nm, B=145.1844 nm^2/s, k=4.88328 nm/s
step 100-110 s: T_mid=583.0 K, x0=28.1867 nm
  A=22.1968 nm, B=33.6765 nm^2/s, s=78.5701 nm
  sqrt(s^2+4hB)=86.7198 nm
  d=4.0748 nm, x1=32.2615 nm
t (s), T (K), x with h=10 s (nm), accurate x (nm)
   0  473.0    0.0000    0.0000
  20  523.0    0.5973    0.6408
  40  573.0    6.0693    6.3670
  60  573.0   15.6559   15.8433
  80  573.0   22.5303   22.6784
 100  573.0   28.1867   28.3129
 120  613.0   41.2738   41.7547
 140  573.0   51.7397   52.4615
 160  539.7   53.1928   53.9427
 180  506.3   53.4028   54.1586
 200  473.0   53.4262   54.1829
midpoint h=20.00 s: final error -2.91080 nm
midpoint h=10.00 s: final error -0.75677 nm
midpoint h=5.00 s: final error -0.19104 nm
midpoint h=2.50 s: final error -0.04788 nm
midpoint h=1.25 s: final error -0.01198 nm
error ratio on last halving: 3.998
forward Euler h=10 s: final error 4.2816 nm
backward Euler h=10 s: final error -0.7855 nm
sum of local errors, h=10 s: 1.1312 nm
start gap 5 nm becomes 0.9266 nm (h=10 s)
local defect, formula: 3.3599e-03, 3.3596e-03 nm^2
error ratio with jump inside a step: 1.997
10 K per step: u=0.5302, u^2/24=0.01171, true 0.01097
relative root error: stable 1.0e-17, naive 3.4e-06
total-time shortcut: 43.85 nm at 140 s, 1.00 nm at 200 s
dropped x dA/dt, 473 to 498 K in 10 s: 50 nm -> 48.850 nm
nickel used: 36.2 nm of 50 nm
temperature +5 K: +8.03 nm
initial layer 2 nm: +0.31 nm
B lower by 20 % at fixed k: -4.83 nm
reaction heat, adiabatic: 0.27 K = 0.43 nm
thermal lag across wafer: 0.022 K
steady-flux error of B, 1 % width: 0.33 %
second phase with 0.1 B from start: 20.3 nm
```
